# Why the electron-gas momentum distribution converges as N^(-1/3) at the Fermi surface

Suppose a quantum Monte Carlo run with 54 electrons has given the momentum distribution of the electron gas, and the jump $Z$ at the Fermi surface is wanted to a few per cent. One can repeat the run with more electrons, or correct the result for the size of the cell. If the error fell as $1/N$, a few hundred electrons would settle the matter. Near the Fermi surface it falls as $N^{-1/3}$, so halving it takes eight times as many electrons, and a correction is needed.

## The setting

The gas is three-dimensional, unpolarised and metallic, with density $n$. A cubic cell of side $L$ and volume $V=L^3$ holds $N=nV$ electrons. Atomic units are used in the algebra. The occupation $n_{\mathbf k}$ is counted per spin, lies between 0 and 1, and drops by $Z$ at $k_F$. Averaging over twisted boundary conditions makes $\mathbf k$ continuous. The filled states of the determinant are taken to be those inside the Fermi sphere at every twist, so the electron number varies slightly with the twist and $N$ is its mean. With a fixed number the step would be smeared in the directional average, for 54 electrons over several per cent of $k_F$. Momentum transfers $\mathbf q$ within the cell remain on the lattice $2\pi\mathbf m/L$, with integer $\mathbf m$.

The wave function is $\Psi=D\,e^{-U}$, where $D$ is a Slater determinant and

$$U=\frac1{2V}\sum_{\mathbf q\neq0}u_q|\rho_{\mathbf q}|^2,\qquad \rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}.$$

The function $u_q$ is taken to be that of the infinite system, sampled at the lattice vectors.

## The estimate

At small $q$ the Jastrow function is $u_q=4\pi/(\omega_pq^2)$, with $\omega_p=\sqrt{4\pi n}$; this is derived below. The part of $-U$ that involves electron $j$ and wave vector $\mathbf q$ is $-(u_q/V)e^{-i\mathbf q\cdot\mathbf r_j}\rho_{-\mathbf q}$. It transfers momentum to the electron with an amplitude set by the density fluctuation of the others. With $\langle|\rho_{\mathbf q}|^2\rangle=NS(q)$, the probability is

$$w_q\approx\frac{u_q^2}{V^2}NS(q)=\frac{n u_q^2S(q)}{V}\to\frac{u_q}{2V},$$

because $2nu_qS\to1$ at small $q$. These kicks carry electrons across the Fermi surface and reduce the jump.

The finite cell lacks the kicks with $q$ below about $2\pi/L$. Replace the missing lattice cell around $\mathbf q=0$ by a sphere of the same volume $(2\pi)^3/V$. Its radius is $Q=(6\pi^2)^{1/3}/L$, and the missing probability is

$$\int_{q<Q}\frac{d^3q}{(2\pi)^3}\frac{2\pi}{\omega_pq^2}=\frac{Q}{\pi\omega_p}\propto\frac1L\propto N^{-1/3}.$$

The volume element supplies $q^2$, the Jastrow function removes it, and one power of $1/L$ is left.

## The long-range Jastrow factor

For one electron with momentum operator $\mathbf p$,

$$[p^2/2,e^{i\mathbf q\cdot\mathbf r}]=e^{i\mathbf q\cdot\mathbf r}(\mathbf q\cdot\mathbf p+q^2/2).$$

The commutator of $e^{-i\mathbf q\cdot\mathbf r}$ with this is $\mathbf q\cdot\mathbf p-\mathbf q\cdot(\mathbf p-\mathbf q)=q^2$. The potential commutes with the density. Summing over electrons and inserting excited states $\nu$ of energy $\omega_\nu$ gives, with inversion symmetry, the f-sum rule

$$\sum_\nu\omega_\nu|\langle\nu|\rho_{\mathbf q}|0\rangle|^2=\frac{Nq^2}2.$$

At small $q$ the plasmon takes up the whole sum to leading order, so $\omega_pNS=Nq^2/2$ and $S=q^2/(2\omega_p)$. At $r_s=4$ and $q=0.05k_F$ this gives $1.329\times10^{-3}$. Numerical integration of the random-phase (RPA) response over imaginary frequency gives $1.328\times10^{-3}$.

Next, $u_q$ is related to $S$. Treat $\rho_{\mathbf q}$ in the determinant as a Gaussian variable with weight $\exp[-|\rho_{\mathbf q}|^2/(NS_0)]$. The pair $\pm\mathbf q$ contributes $(u_q/V)|\rho_{\mathbf q}|^2$ to $U$, and $|\Psi|^2$ contains $e^{-2U}$. Adding exponents gives

$$\frac1S=\frac1{S_0}+2nu_q.$$

For free fermions $NS_0$ counts the electrons that a shift by $\mathbf q$ lifts out of the Fermi sphere. The crescent has volume $\pi k_F^2q$, so $S_0=\pi k_F^2q/(4\pi k_F^3/3)=3q/(4k_F)$. Since $1/S\propto q^{-2}$ outweighs $1/S_0\propto q^{-1}$,

$$u_q\to\frac1{2nS}=\frac{\omega_p}{nq^2}=\frac{4\pi}{\omega_pq^2}.$$

## From Jastrow factor to kicks

Take one pair $\pm\mathbf q$ and set $X=\sum_j\cos\mathbf q\cdot\mathbf r_j$, $Y=\sum_j\sin\mathbf q\cdot\mathbf r_j$. Since a Gaussian average of $e^{i\phi X}$ with variance $\sigma^2$ is $e^{-\sigma^2X^2/2}$,

$$e^{-(u_q/V)(X^2+Y^2)}=\int\frac{d^2\phi}{2\pi\sigma^2}\,e^{-\phi^2/2\sigma^2}e^{i(\phi_1X+\phi_2Y)},\qquad\sigma^2=\frac{2u_q}V.$$

The Jastrow factor has become an average over one-body phase factors. Expectation values need a field $\boldsymbol\phi$ in the bra and $\boldsymbol\phi'$ in the ket. Let $\mathbf s=(\boldsymbol\phi+\boldsymbol\phi')/2$ and $\mathbf d=\boldsymbol\phi'-\boldsymbol\phi$. Then $\phi^2+\phi'^2=2s^2+d^2/2$, and the Gaussian weights combine to $\exp[-s^2/\sigma^2-d^2/(4\sigma^2)]$. The overlap of the two kicked determinants depends on $\mathbf d$ and is, in the Gaussian approximation with $\langle X^2\rangle=\langle Y^2\rangle=NS_0/2$, $\exp(-NS_0d^2/4)$. For these two-component Gaussians,

$$\langle s^2\rangle=\sigma^2,\qquad\langle d^2\rangle=\frac{4\sigma^2}{1+\sigma^2NS_0}.$$

To first order the ket field moves an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ with amplitude $T'=i(\phi'_1-i\phi'_2)/2$; the bra amplitude $T$ has $\boldsymbol\phi$ instead. Between two such determinants the occupation of a filled state becomes $1-T^*T'$ and that of the empty target becomes $T^*T'$. The imaginary part averages to zero. Since $\boldsymbol\phi\cdot\boldsymbol\phi'=s^2-d^2/4$,

$$w_q=\frac14\Big\langle s^2-\frac{d^2}4\Big\rangle=\frac{\sigma^2}4\,\frac{\sigma^2NS_0}{1+\sigma^2NS_0}.$$

Here $\sigma^2NS_0=2nu_qS_0$ and $S=S_0/(1+2nu_qS_0)$. Therefore $w_q=\sigma^4NS/4=nu_q^2S/V$, the estimated probability. A transfer needs a filled initial and an empty final state, so the net loss from $\mathbf k$ is

$$w_q[n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})-n_{\mathbf k+\mathbf q}(1-n_{\mathbf k})]=w_q(n_{\mathbf k}-n_{\mathbf k+\mathbf q}).$$

The Pauli-blocking products cancel.

In the long-wave limit $2nu_qS_0\to\infty$, $\langle d^2\rangle/\langle s^2\rangle\to0$: bra and ket receive the same phase. The kick is then a one-body unitary transformation, and the argument extends from a determinant to a correlated, translation-invariant state. The phases at two points separated by $\mathbf x$ differ by a Gaussian variable of variance $\sigma^2(1-\cos\mathbf q\cdot\mathbf x)$. Hence the one-body density matrix acquires the factor $\exp[-\tfrac12\sigma^2(1-\cos\mathbf q\cdot\mathbf x)]$ per pair. Treating the long-wave modes as independent, and using $w_q=\sigma^2/4$ for each member of a pair, the factors multiply to

$$\exp\Big[-\sum_{\mathbf q}w_q(1-\cos\mathbf q\cdot\mathbf x)\Big].$$

The constant part is the weight for no kick, and it multiplies the jump. The cosine part shifts the distribution by lattice vectors and, to first order in $w_q$, leaves the jump at a general surface point unchanged. At second order, kicks that add to zero, such as $\mathbf q$ followed by $-\mathbf q$, return a factor $1+\tfrac12\sum_{\mathbf q}w_q^2$ to the jump. This term is of order $N^{-2/3}$ and stays below 0.01 for 54 electrons at $r_s=4$.

The kick law can be compared with an explicit calculation. Take 114 electrons filling, for each spin, the 57 plane waves with $|\mathbf m|^2\le5$, and apply the Jastrow factor for one pair with $q=2\pi/L$ along an axis. The field integrals over determinants were done by numerical quadrature. For the outermost filled state on that axis the lost occupation is 0.0183 at $r_s=4$ and 0.0953 at $r_s=100$. The exponential law gives 0.0182 and 0.0952. The ratio $w_q/(u_q/2V)$ is 0.80 and 0.95 respectively, so at metallic density a cell of this size has not reached the long-wave limit.

## Sum against integral

The error is the difference between the kicks of the infinite system and those of the cell:

$$n_\infty(\mathbf k)-n_N(\mathbf k)=-\Big[\int\!\frac{d^3q}{(2\pi)^3}-\frac1V\sum_{\mathbf q\ne0}\Big]\frac{u_q}2(n_{\mathbf k}-n_{\mathbf k+\mathbf q}).$$

Denote the bracket, acting on a function, by $\mathcal D$. Substituting $\mathbf q=2\pi\mathbf m/L$ shows that $\mathcal D[4\pi/q^2]=\alpha/L$ with a pure number $\alpha$. It was computed by multiplying $4\pi/q^2$ by $e^{-\eta q^2}$ with small $\eta$, taking integral minus sum, and removing the contribution $-4\pi\eta/V$ that the cutoff makes at $\mathbf q=0$. The result is $\alpha=2.837$. The sphere estimate corresponds to 2.481, or 13% less.

Since $u_q/2=(4\pi/q^2)/(2\omega_p)$, the jump obeys

$$Z_\infty\approx Z_Ne^{-\Delta},\qquad\Delta=\frac{\alpha}{2\omega_pL}.$$

With $\omega_p=\sqrt3\,r_s^{-3/2}$ and $L=(4\pi/3)^{1/3}r_sN^{1/3}$,

$$\Delta=0.508\,\sqrt{r_s}\,N^{-1/3}.$$

For $\mathbf k$ just inside the surface, $n_{\mathbf k}-n_{\mathbf k+\mathbf q}$ is about $Z$ when $\mathbf k+\mathbf q$ lies outside and about zero otherwise. Averaged over the directions of $\mathbf k$, half of the small $\mathbf q$ lead outside, so

$$n_\infty-n_N=\mp\frac{Z\Delta}2,$$

with minus inside and plus outside. The small cell makes the step too high. In a single direction the two sides can share the change unequally, most of all along a cube axis, where a whole plane of lattice vectors is tangent to the surface. Their sum, the change of the jump, is still $Z\Delta$ to leading order. For a sphere, the condition $|\mathbf k+\mathbf q|>k_F$ at $k=k_F$ reads $\cos\theta>-q/(2k_F)$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf q$. It selects a fraction $\frac12+q/(4k_F)$ of the directions. The extra power of $q$ gives a correction of order $L^{-2}\propto N^{-2/3}$.

For a sharp sphere with $Z=1$ and $r_s=4$, with the weight $u_q/2$ multiplied by $e^{-q^2/k_F^2}$ and averaged over directions, direct summation gives $-0.0522$ at $N=1000$ and $-0.0258$ at $N=8000$. The leading law gives $-0.0508$ and $-0.0254$. The power of $N$ between the two sizes is $-0.339$.

The coefficient can also be compared with a different system. In a charged Bose gas the condensate takes the place of the determinant, and Bogoliubov theory gives the fraction of particles kicked into $\mathbf q$ as $w_q=[(\varepsilon+nv)/E-1]/(2N)$, with $\varepsilon=q^2/2$, $v=4\pi/q^2$ and $E^2=\varepsilon^2+2\varepsilon nv$. At small $q$, $E\to\omega_p$ and $Vw_q\to\omega_p/(2nq^2)-1/(2n)$. The first term is $u_q/2$. The second changes the size error by $-1/(2N)$. For $N=1000$ at $r_s=4$ the prediction $\Delta-1/(2N)$ is 0.10112, and the direct sum of the Bogoliubov expression gives the same digits.

## How far from the surface

At a depth $p$ below a flat surface, $\mathbf q$ leads outside if $q\cos\theta>p$, which selects a fraction $(1-p/q)/2$ when $q>p$. In the sphere estimate the error is then proportional to

$$\int_p^Q\Big(1-\frac pq\Big)dq=Q-p-p\ln\frac Qp .$$

Relative to $p=0$ this is $1-x(1+\ln(1/x))$ with $x=p/Q$ and $Q=0.62\,(2\pi/L)$. The logarithm makes a cusp, so the error falls steeply from its peak. At $p=0.1$, 0.25 and 0.5 times $2\pi/L$ the formula gives 0.54, 0.23 and 0.02. The direct sums for the sharp sphere at $N=1000$, averaged over directions, give 0.59, 0.28 and 0.02, and at one and two times $2\pi/L$ the magnitude is at most about 0.02. In the directional average the affected shell thus reaches about half of $2\pi/L$ from the surface. In a single direction each lattice vector stops contributing at its own depth, and the error between half and one times $2\pi/L$ has a root mean square over directions of 9 to 15% of the peak at $N=1000$. Along a cube axis, a face diagonal or a body diagonal it can reach a little over 40% of the peak. These figures depend on the Gaussian damping of the weight; with the full weight introduced below they become 6 to 12% and about a third.

For comparison, take a profile $n_{\mathbf k}$ that is smooth everywhere, and expand in $\mathbf q$. The linear term cancels between $\pm\mathbf q$. Cubic symmetry replaces $q_iq_j$ by $q^2\delta_{ij}/3$ in the quadratic term, so $n_{\mathbf k}-n_{\mathbf k+\mathbf q}\to-q^2\nabla^2n/6$. Multiplication by $u_q/2=2\pi/(\omega_pq^2)$ gives the constant $-\pi\nabla^2n/(3\omega_p)$ at $q\to0$. For such a profile the full lattice sum agrees with the integral to this order, and $\mathcal D$ returns the omitted $\mathbf q=0$ term, that constant divided by $V$. Hence

$$n_\infty-n_N=\frac{\pi\nabla^2n}{3\omega_pV}\propto\frac1N.$$

For the trial profile $e^{-k^2/k_F^2}$ at $k=k_F/2$, $r_s=4$ and $N=1000$, the formula and the direct sum both give $-3.05\times10^{-4}$, against about $-0.05Z$ at the surface. In the electron gas the lattice sum also crosses the Fermi step, even when $\mathbf k$ itself lies far from it. For the sharp sphere at $N=1000$ and a depth of twice $2\pi/L$, this adds a scatter between directions of about 0.002 with the Gaussian-damped weight and about 0.001 with the full weight introduced below, in both cases more than the smooth term.

## Numbers at $r_s=4$

Here $\omega_p$ corresponds to 5.89 eV and $k_F=0.907$ Å$^{-1}$. For 54 electrons $N^{1/3}=3.78$, so

$$\Delta=0.508\times2/3.78=0.269.$$

The leading law puts $Z_N$ above $Z_\infty$ by $e^{0.269}-1=31\%$ of $Z_\infty$. At fixed density:

| $N$ | $L$ (Å) | $2\pi/L$ (Å$^{-1}$) | $\Delta$ | $\Delta$, full weight |
|---|---|---|---|---|
| 54 | 12.9 | 0.487 | 0.269 | 0.210 |
| 162 | 18.6 | 0.338 | 0.186 | 0.157 |
| 1000 | 34.1 | 0.184 | 0.102 | 0.093 |
| 8000 | 68.2 | 0.092 | 0.051 | 0.049 |

For 54 electrons half of $2\pi/L$ is 0.24 Å$^{-1}$, about a quarter of $k_F$, so the affected region is broad. Reaching $\Delta=0.01$ by size alone would take about $10^6$ electrons.

The last column keeps $w_q=nu_q^2S/V$ beyond its leading term, with the RPA-type forms $1/S=\sqrt{1/S_0^2+4\omega_p^2/q^4}$ and $2nu_q=1/S-1/S_0$. Then

$$Vw_q=\frac S{4n}\Big(\frac1S-\frac1{S_0}\Big)^2\approx\frac1{4n}\Big(\frac1S-\frac2{S_0}\Big)\approx\frac{\omega_p}{2nq^2}\Big(1-\frac{4k_F}{3\omega_p}q\Big).$$

In the sphere estimate the mean of $q$ with weight $1/q^2$ is $Q/2=1.95/L$. On the lattice the corresponding ratio $\mathcal D[1/q]/\mathcal D[1/q^2]$ equals $2/L$. With this value $\Delta$ falls by the relative amount $8k_F/(3\omega_pL)$. At $N=8000$ this expression gives a ratio of 0.954 to the leading law, and the full lattice calculation gives 0.955. At $N=54$ the full calculation gives 0.78.

The full-weight values gauge the neglected terms but are not a complete next order. Particle–hole excitations also change the jump at order $N^{-2/3}$, and the present argument does not fix their total. Surface curvature changes the occupation on each side at this order but cancels from the jump: a fraction $\frac12+q/(4k_F)$ of the kicks empties the inside and $\frac12-q/(4k_F)$ fills the outside, and these add to one. For 54 electrons, the two columns suggest multiplying $Z_N$ by $e^{-0.21}=0.81$ or $e^{-0.27}=0.76$. The spread is a reason to add a run at a larger size, and to fit with both $N^{-1/3}$ and $N^{-2/3}$ terms.

## Where the law changes

The power $-1/3$ needs both a jump in $n_{\mathbf k}$ and $u_q\propto1/q^2$. If the Jastrow function is cut off in real space at a fixed distance, independent of $L$, $u_q$ stays finite at $q\to0$ and $w_q\propto S\propto q$. The slow size dependence then disappears, but so do the long-wave kicks themselves, and $Z$ converges to the value of a poorer wave function. In a neutral Fermi system whose sound mode gives $S\propto q$, $u_q$ grows at most as $1/q$, and the same counting gives $N^{-2/3}$.

The density $r_s=4$ is roughly that of the valence electrons of sodium, whose plasmon energy is roughly 6 eV. In a crystal the ions change the density response. If $S=q^2/(2\bar\omega)$ at small $q$, then $u_q/2=1/(4nS)=\bar\omega/(2nq^2)$, and the Jastrow estimate of $\Delta$ is multiplied by $\bar\omega/\omega_p$. The frequency $\bar\omega$ is defined by $S$ and is not in general the plasmon frequency of the crystal, because interband excitations also contribute to $S$. When the loss function has more than one pole, the long-wave weight in the RPA self-energy is a different frequency moment of it than $S$, and the factor $\bar\omega/\omega_p$ lies below the self-energy value. In a model with 30% of the oscillator strength in an interband pole at $\omega_p$, the two factors are 1.044 and 1.145. The Jastrow estimate is therefore reliable only where interband weight is small. The estimate keeps a simple-cubic cell and an isotropic response; another cell shape has its own $\alpha$.
